**Semilocal pseudopotential integrals on and near the potential centre**

For Cartesian Gaussians φ_a and φ_b, the program evaluates ⟨φ_a|U_l P_l|φ_b⟩, where P_l projects on angular momentum l and U_l is a sum of terms d r^(n−2) exp(−ζr²). With both functions on the centre, each term is an angular number times Γ((N+1)/2)/(2p^((N+1)/2)), where p is the sum of the three Gaussian exponents and N is n plus the two Cartesian degrees. With one function on the centre, a finite sum of confluent hypergeometric functions remains. The program asserts that these formulas agree with the definition, evaluated by a Legendre projector kernel on a sphere grid and radial quadrature. It also asserts the collapse of the Bessel expansion, the angular selection rules, the terminating radial forms and the quadratic approach to the one-centre limit. In the 96 general integrals compared, the largest absolute difference is 6.7×10⁻¹⁵ in model units. The worked p-channel example gives 1.0782 hartree for two p_z functions on the centre, and 0.4890 and −0.2446 hartree for s and p_z partners displaced by 1.5 bohr.

## Numerical check

```python
"""Semilocal effective-core-potential integrals with functions on the centre.

Result under test, in Hartree atomic units, potential centre at the origin:
  I = <phi_a| U_l(r) P_l |phi_b>,  U_l = sum d r^(n-2) exp(-zeta r^2).
Both functions on the centre: I is an angular number times
  Gamma((N+1)/2) / (2 p^((N+1)/2)),  p = alpha+beta+zeta, N = n_a+n_b+n.
Only phi_a on the centre: a finite sum over lambda of radial integrals
  Q = int r^N exp(-p r^2) i_lambda(k r) dr,  k = 2 beta B,
each a confluent hypergeometric function.  phi are Cartesian Gaussians with
integer powers, exponents alpha and beta; P_l projects on angular momentum l.
The reference side uses the Legendre kernel of P_l and plain quadrature.
"""
from functools import lru_cache
from itertools import product
from math import comb, exp, factorial, gamma, pi, sqrt
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import eval_legendre, hyp1f1, poch, spherical_in

X, Y, Z = sp.symbols("x y z")
ORIGIN = (0.0, 0.0, 0.0)

# ---------- reference side: definition on a grid ----------
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(24)
azimuths = 2 * pi * np.arange(48) / 48
cos_grid, azi_grid = np.meshgrid(cos_nodes, azimuths, indexing="ij")
sin_grid = np.sqrt(1 - cos_grid**2)
sphere = np.stack([sin_grid * np.cos(azi_grid), sin_grid * np.sin(azi_grid),
                   cos_grid], axis=-1).reshape(-1, 3)
sphere_weights = np.repeat(cos_weights * 2 * pi / 48, 48)
nodes, weights = np.polynomial.legendre.leggauss(80)
radii, radial_weights = 4 * (nodes + 1), 4 * weights


@lru_cache(maxsize=None)
def projector_kernel(l):
    cosines = np.clip(sphere @ sphere.T, -1, 1)
    return (2 * l + 1) / (4 * pi) * eval_legendre(l, cosines)


def gaussian_on_grid(powers, exponent, centre):
    shifted = sphere[:, None, :] * radii[None, :, None] - np.array(centre)
    monomial = np.prod(shifted ** np.array(powers), axis=-1)
    return monomial * np.exp(-exponent * np.sum(shifted**2, axis=-1))


def integral_by_definition(a, alpha, b, beta, centre_b, l, terms):
    left = gaussian_on_grid(a, alpha, ORIGIN) * sphere_weights[:, None]
    right = gaussian_on_grid(b, beta, centre_b) * sphere_weights[:, None]
    angular = np.sum(left * (projector_kernel(l) @ right), axis=0)
    # the volume factor r^2 times r^(n-2) is r^n
    potential = sum(d * radii**n * np.exp(-zeta * radii**2)
                    for n, zeta, d in terms)
    return float(np.sum(radial_weights * potential * angular))


# ---------- formula side ----------
def polynomial(expression):
    return sp.Poly(expression, X, Y, Z)


HARMONICS = {
    0: [polynomial(sqrt(1 / (4 * pi)))],
    1: [polynomial(sqrt(3 / (4 * pi)) * v) for v in (X, Y, Z)],
    2: [polynomial(sqrt(15 / (4 * pi)) * v) for v in (X*Y, Y*Z, Z*X)]
       + [polynomial(sqrt(5 / (16 * pi)) * (2*Z**2 - X**2 - Y**2)),
          polynomial(sqrt(15 / (16 * pi)) * (X**2 - Y**2))],
}


def sphere_integral(poly):
    total = 0.0
    for (i, j, k), coefficient in poly.terms():
        if i % 2 == 0 and j % 2 == 0 and k % 2 == 0:
            total += (float(coefficient) * 2 * gamma((i + 1) / 2)
                      * gamma((j + 1) / 2) * gamma((k + 1) / 2)
                      / gamma((i + j + k + 3) / 2))
    return total


def monomial_poly(powers):
    return polynomial(X**powers[0] * Y**powers[1] * Z**powers[2])


@lru_cache(maxsize=None)
def legendre_poly(order, direction):
    cosine = direction[0] * X + direction[1] * Y + direction[2] * Z
    return polynomial(sp.expand(sp.legendre(order, cosine)))


def double_factorial_odd(order):
    return float(np.prod(np.arange(1, 2 * order + 2, 2)))


def gamma_radial(power, p):
    return 0.5 * gamma((power + 1) / 2) / p ** ((power + 1) / 2)


def bessel_radial(power, order, p, k):
    s = (power + order + 1) / 2
    return (k**order / double_factorial_odd(order) * 0.5 * gamma(s) / p**s
            * float(hyp1f1(s, order + 1.5, k * k / (4 * p))))


def terminating_radial(power, order, p, k):
    last, x = (power - order - 2) // 2, k * k / (4 * p)
    s = (power + order + 1) / 2
    series = sum(poch(-last, i) / poch(order + 1.5, i) * (-x)**i
                 / factorial(i) for i in range(last + 1))
    return (k**order / double_factorial_odd(order) * 0.5 * gamma(s) / p**s
            * exp(x) * series)


def allowed_orders(l, degree):
    return range(max(l - degree, (l + degree) % 2), l + degree + 1, 2)


def shifted_monomials(powers, centre):
    for low in product(*(range(q + 1) for q in powers)):
        factor = 1.0
        for q, s, c in zip(powers, low, centre):
            factor *= comb(q, s) * (-c) ** (q - s)
        yield low, factor


def angular_factor(a, b, l):
    return sum(sphere_integral(h * monomial_poly(a))
               * sphere_integral(h * monomial_poly(b)) for h in HARMONICS[l])


def one_centre_formula(a, alpha, b, beta, l, terms):
    radial = sum(d * gamma_radial(sum(a) + sum(b) + n, alpha + beta + zeta)
                 for n, zeta, d in terms)
    return angular_factor(a, b, l) * radial


def one_on_centre_formula(a, alpha, b, beta, centre, l, terms):
    distance = float(np.linalg.norm(centre))
    direction = tuple(float(c) / distance for c in centre)
    total = 0.0
    for harmonic in HARMONICS[l]:
        omega = sphere_integral(harmonic * monomial_poly(a))
        if abs(omega) < 1e-14:
            continue
        for low, factor in shifted_monomials(b, centre):
            for order in allowed_orders(l, sum(low)):
                angle = sphere_integral(harmonic * monomial_poly(low)
                                        * legendre_poly(order, direction))
                radial = sum(d * bessel_radial(sum(a) + sum(low) + n, order,
                                               alpha + beta + zeta,
                                               2 * beta * distance)
                             for n, zeta, d in terms)
                total += omega * factor * (2 * order + 1) * angle * radial
    return exp(-beta * distance**2) * total


def projection_formula(harmonic, l, powers, exponent, centre, direction):
    distance = float(np.linalg.norm(centre))
    total = np.zeros_like(radii)
    for low, factor in shifted_monomials(powers, centre):
        for order in allowed_orders(l, sum(low)):
            angle = sphere_integral(harmonic * monomial_poly(low)
                                    * legendre_poly(order, direction))
            total += (factor * (2 * order + 1) * angle * radii**sum(low)
                      * spherical_in(order, 2 * exponent * distance * radii))
    return total * np.exp(-exponent * (radii**2 + distance**2))


def close(first, second, relative=1e-8, absolute=1e-10):
    return np.allclose(first, second, rtol=relative, atol=absolute)


# ---------- tests of the expansion and of its collapse ----------
tilted = (0.48, -0.6, 0.64)
for distance in (1.2, 0.0):
    centre = tuple(distance * c for c in tilted)
    for l in (0, 1, 2):
        for harmonic in HARMONICS[l]:
            values = sum(float(c) * sphere[:, 0]**i * sphere[:, 1]**j
                         * sphere[:, 2]**k
                         for (i, j, k), c in harmonic.terms())
            direct = (values * sphere_weights) @ gaussian_on_grid(
                (1, 0, 1), 0.4, centre)
            formula = projection_formula(harmonic, l, (1, 0, 1), 0.4,
                                         centre, tilted)
            assert close(direct, formula)

# orders outside the selection rule have zero angular integral
for l in (0, 1, 2):
    for powers in ((0, 0, 0), (1, 0, 0), (1, 0, 1), (2, 0, 0)):
        for order in range(l + sum(powers) + 4):
            if order not in allowed_orders(l, sum(powers)):
                for harmonic in HARMONICS[l]:
                    assert abs(sphere_integral(
                        harmonic * monomial_poly(powers)
                        * legendre_poly(order, tilted))) < 1e-11

# radial integrals, general and terminating, against quadrature
for power in range(0, 7):
    for order in range(0, 4):
        numeric = quad(lambda r: r**power * exp(-2 * r * r)
                       * spherical_in(order, 1.7 * r), 0, 9,
                       epsabs=1e-13, epsrel=1e-11)[0]
        assert close(numeric, bessel_radial(power, order, 2.0, 1.7))
        if power - order - 2 >= 0 and (power - order) % 2 == 0:
            assert close(numeric, terminating_radial(power, order, 2.0, 1.7))

# selection rules guarantee termination for even n >= 2
for l, extra, degree, n in product(range(4), (0, 2), range(4), (2, 4)):
    for order in allowed_orders(l, degree):
        excess = l + extra + degree + n - order - 2
        assert excess >= 0 and excess % 2 == 0

# ---------- full integrals: formula against definition ----------
alpha, beta = 0.6, 0.4
test_terms = [(0, 1.3, 0.7), (1, 2.0, -1.1), (2, 1.0, 2.3)]
off_centre = (0.5, -0.7, 0.9)
largest_error, compared, forbidden = 0.0, 0, 0
for a in ((0, 0, 0), (0, 0, 1), (2, 0, 0), (1, 1, 0)):
    for b in ((0, 0, 0), (0, 0, 1), (2, 0, 0), (0, 1, 1)):
        for l in (0, 1, 2):
            pairs = [
                (integral_by_definition(a, alpha, b, beta, ORIGIN, l,
                                        test_terms),
                 one_centre_formula(a, alpha, b, beta, l, test_terms)),
                (integral_by_definition(a, alpha, b, beta, off_centre, l,
                                        test_terms),
                 one_on_centre_formula(a, alpha, b, beta, off_centre, l,
                                       test_terms))]
            for direct, formula in pairs:
                assert close(direct, formula)
                largest_error = max(largest_error, abs(direct - formula))
                compared += 1
            if l > sum(a) or (sum(a) - l) % 2:
                assert abs(pairs[0][0]) < 1e-10 and abs(pairs[1][0]) < 1e-10
                forbidden += 1

s_part = angular_factor((2, 0, 0), (2, 0, 0), 0)
d_part = angular_factor((2, 0, 0), (2, 0, 0), 2)
assert close([s_part, d_part], [4 * pi / 9, 16 * pi / 45])

# ---------- worked example ----------
PZ, S = (0, 0, 1), (0, 0, 0)
terms = [(2, 1.0, 5.0), (1, 2.0, 3.0)]
B = 1.5
k = 2 * beta * B
hartree_ev = physical_constants["Hartree energy in eV"][0]
norm_pa = (128 * alpha**5 / pi**3) ** 0.25
norm_pb = (128 * beta**5 / pi**3) ** 0.25
norm_sb = (2 * beta / pi) ** 0.75
for norm, powers, exponent in ((norm_pa, PZ, alpha), (norm_pb, PZ, beta),
                               (norm_sb, S, beta)):
    density = (norm * gaussian_on_grid(powers, exponent, ORIGIN))**2
    assert close(sphere_weights @ density @ (radial_weights * radii**2), 1)

print("alpha, beta =", alpha, beta, "bohr^-2;  B =", B, "bohr on z axis")
print(f"k = 2 beta B = {k:.4f} bohr^-1; exp(-beta B^2) = "
      f"{exp(-beta*B*B):.6f} (no unit)")
print(f"norm p_z on centre = {norm_pa:.6f} bohr^-5/2")
print(f"norm p_z partner   = {norm_pb:.6f} bohr^-5/2")
print(f"norm s partner     = {norm_sb:.6f} bohr^-3/2")
sum_pp = sum_s = sum_p = 0.0
for n, zeta, d in terms:
    p = alpha + beta + zeta
    g = gamma_radial(2 + n, p)
    q1 = bessel_radial(1 + n, 1, p, k)
    q0, q2 = (bessel_radial(2 + n, order, p, k) for order in (0, 2))
    part_pp = 4 * pi / 3 * d * g
    part_s = 4 * pi * exp(-beta * B * B) * d * q1
    part_p = exp(-beta * B * B) * d * (4 * pi / 3 * (q0 + 2 * q2)
                                       - 4 * pi * B * q1)
    sum_pp, sum_s, sum_p = sum_pp + part_pp, sum_s + part_s, sum_p + part_p
    unit = "hartree" if n == 2 else "hartree bohr"
    print(f"Term n={n}: zeta={zeta} bohr^-2, d={d} {unit}, p={p} bohr^-2")
    print(f"  gamma integral, N={2+n}: {g:.8f} bohr^{3+n}")
    print(f"  Q_1, N={1+n}: {q1:.8f} bohr^{2+n}")
    print(f"  Q_0, N={2+n}: {q0:.8f} bohr^{3+n}")
    print(f"  Q_2, N={2+n}: {q2:.8f} bohr^{3+n}")
    print(f"  contribution p_z/p_z on centre: "
          f"{norm_pa*norm_pb*part_pp:.8f} hartree")
    print(f"  contribution p_z/s at B:        "
          f"{norm_pa*norm_sb*part_s:.8f} hartree")
    print(f"  contribution p_z/p_z at B:      "
          f"{norm_pa*norm_pb*part_p:.8f} hartree")
    if n == 2:
        c = beta * (1 - beta / p)
        closed_s = d * pi**1.5 * beta * B / p**2.5 * exp(-c * B * B)
        closed_p = (d * pi**1.5 / (2 * p**2.5) * (1 - 2 * c * B * B)
                    * exp(-c * B * B))
        point, single = (0.0, 0.0, B), [(n, zeta, d)]
        assert close(closed_s, integral_by_definition(
            PZ, alpha, S, beta, point, 1, single))
        assert close(closed_p, integral_by_definition(
            PZ, alpha, PZ, beta, point, 1, single))
        print(f"  c = beta(1-beta/p) = {c:.4f} bohr^-2")
        print(f"  elementary form, p_z/s at B:    "
              f"{norm_pa*norm_sb*closed_s:.8f} hartree")
        print(f"  elementary form, p_z/p_z at B:  "
              f"{norm_pa*norm_pb*closed_p:.8f} hartree")

print("Matrix elements: formula | definition by quadrature | formula in eV")
for label, powers, centre, norm, value in (
        ("p_z/p_z on centre", PZ, ORIGIN, norm_pa * norm_pb, sum_pp),
        ("p_z/s at B", S, (0.0, 0.0, B), norm_pa * norm_sb, sum_s),
        ("p_z/p_z at B", PZ, (0.0, 0.0, B), norm_pa * norm_pb, sum_p)):
    direct = integral_by_definition(PZ, alpha, powers, beta, centre, 1, terms)
    assert close(direct, value)
    print(f"  {label}: {norm*value:.8f} | {norm*direct:.8f} hartree | "
          f"{norm*value*hartree_ev:.4f} eV")

print("Approach of p_z/p_z to the one-centre value:")
deviations = {}
for distance in (0.5, 0.1, 0.02, 0.01):
    value = one_on_centre_formula(PZ, alpha, PZ, beta, (0.0, 0.0, distance),
                                  1, terms)
    deviations[distance] = value / sum_pp - 1
    print(f"  B={distance} bohr: {norm_pa*norm_pb*value:.8f} hartree, "
          f"relative deviation {deviations[distance]:.3e}")
assert abs(deviations[0.02] / deviations[0.01] - 4) < 0.02

print(f"x^2 angular factors (no unit): l=0 {s_part:.6f}, l=2 {d_part:.6f}")
print(f"integrals compared: {compared}; forbidden (a,b,l) sets: {forbidden}")
print(f"largest |formula - definition| in these, model units: "
      f"{largest_error:.1e}")
print("every check passed")
```

It prints:

```
alpha, beta = 0.6 0.4 bohr^-2;  B = 1.5 bohr on z axis
k = 2 beta B = 1.2000 bohr^-1; exp(-beta B^2) = 0.406570 (no unit)
norm p_z on centre = 0.752713 bohr^-5/2
norm p_z partner   = 0.453435 bohr^-5/2
norm s partner     = 0.358472 bohr^-3/2
Term n=2: zeta=1.0 bohr^-2, d=5.0 hartree, p=2.0 bohr^-2
  gamma integral, N=4: 0.11749820 bohr^5
  Q_1, N=3: 0.05626835 bohr^4
  Q_0, N=4: 0.15755139 bohr^5
  Q_2, N=4: 0.01688051 bohr^5
  contribution p_z/p_z on centre: 0.83991252 hartree
  contribution p_z/s at B:        0.38784954 hartree
  contribution p_z/p_z at B:      -0.17988490 hartree
  c = beta(1-beta/p) = 0.3200 bohr^-2
  elementary form, p_z/s at B:    0.38784954 hartree
  elementary form, p_z/p_z at B:  -0.17988490 hartree
Term n=1: zeta=2.0 bohr^-2, d=3.0 hartree bohr, p=3.0 bohr^-2
  gamma integral, N=3: 0.05555556 bohr^4
  Q_1, N=2: 0.02446928 bohr^3
  Q_0, N=3: 0.06511470 bohr^4
  Q_2, N=3: 0.00394150 bohr^4
  contribution p_z/p_z on centre: 0.23827671 hartree
  contribution p_z/s at B:        0.10119790 hartree
  contribution p_z/p_z at B:      -0.06471834 hartree
Matrix elements: formula | definition by quadrature | formula in eV
  p_z/p_z on centre: 1.07818923 | 1.07818923 hartree | 29.3390 eV
  p_z/s at B: 0.48904744 | 0.48904744 hartree | 13.3077 eV
  p_z/p_z at B: -0.24460324 | -0.24460324 hartree | -6.6560 eV
Approach of p_z/p_z to the one-centre value:
  B=0.5 bohr: 0.83026714 hartree, relative deviation -2.299e-01
  B=0.1 bohr: 1.06760081 hartree, relative deviation -9.821e-03
  B=0.02 bohr: 1.07776458 hartree, relative deviation -3.939e-04
  B=0.01 bohr: 1.07808306 hartree, relative deviation -9.847e-05
x^2 angular factors (no unit): l=0 1.396263, l=2 1.117011
integrals compared: 96; forbidden (a,b,l) sets: 24
largest |formula - definition| in these, model units: 6.7e-15
every check passed
```
